# Central-field symmetry and the radial Dirac operator from K: test program

```python
# Result under test, in atomic units (hbar = m = e = 1):
#   alpha.p = alpha_r (p_r + i beta K/r),  K = beta (Sigma.L + 1),
#   alpha_r = alpha.r/r,  p_r = -i (d/dr + 1/r).
# K commutes with alpha_r, beta, p_r and a central Dirac Hamiltonian.
# With kappa = -K and radial factors P/r, Q/r the Hamiltonian becomes
#   [[V, c(-d/dr + kappa/r)], [c(d/dr + kappa/r), V - 2c^2]],
# where the rest energy c^2 has been subtracted.
# Sigma: spin matrices; L: orbital, J: total angular momentum; V: potential.
from collections import Counter
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.special import gamma

# ---------- exact operator identities in Cartesian coordinates ----------
X = sp.symbols('x y z', real=True)
r = sp.sqrt(sum(q**2 for q in X))
I = sp.I
pauli_exact = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -I], [I, 0]]),
               sp.Matrix([[1, 0], [0, -1]])]
zero2 = sp.zeros(2, 2)
Sigma = [sp.diag(s, s) for s in pauli_exact]
alpha = [sp.Matrix.vstack(sp.Matrix.hstack(zero2, s),
                         sp.Matrix.hstack(s, zero2)) for s in pauli_exact]
beta = sp.diag(1, 1, -1, -1)
alpha_r = sum((alpha[i] * X[i] / r for i in range(3)), sp.zeros(4, 4))
monomials = [sp.Integer(1), *X] + [X[i] * X[j] for i in range(3)
                                  for j in range(i, 3)]
coefficients = sp.symbols('a0:40')
psi = sp.Matrix([sum(coefficients[10 * s + n] * monomials[n]
                     for n in range(10)) for s in range(4)])


def momentum(i, f):
    return f.applyfunc(lambda e: -I * sp.diff(e, X[i]))


def orbital(i, f):
    j, k = (i + 1) % 3, (i + 2) % 3
    return X[j] * momentum(k, f) - X[k] * momentum(j, f)


def total(i, f):
    return orbital(i, f) + Sigma[i] * f / 2


def spin_orbit_plus_one(f):
    return f + sum((Sigma[i] * orbital(i, f) for i in range(3)),
                   sp.zeros(4, 1))


def K_op(f):
    return beta * spin_orbit_plus_one(f)


def p_radial(f):
    return sum((X[i] / r * momentum(i, f) for i in range(3)),
               sp.zeros(4, 1)) - I * f / r


def alpha_dot_p(f):
    return sum((alpha[i] * momentum(i, f) for i in range(3)),
               sp.zeros(4, 1))


def squared(component, f):
    return sum((component(i, component(i, f)) for i in range(3)),
               sp.zeros(4, 1))


def hamiltonian(f, potential):
    return 2 * alpha_dot_p(f) + 4 * beta * f + potential * f


points = [(1, 2, 2), (2, -3, 6)]


def vanishes(vector):
    return all(sp.expand(e.subs(dict(zip(X, point)))) == 0
               for point in points for e in vector)


K_psi = K_op(psi)
ap_psi = alpha_dot_p(psi)
pr_psi = p_radial(psi)
central = -3 / r + r**2
identities = {
    'alpha.p = alpha_r(p_r + i beta K/r)':
        ap_psi - alpha_r * (pr_psi + I * beta * K_psi / r),
    'alpha_r^2 = 1': alpha_r * (alpha_r * psi) - psi,
    '{alpha_r, beta} = 0': alpha_r * (beta * psi) + beta * (alpha_r * psi),
    '{Sigma.L + 1, alpha_r} = 0':
        spin_orbit_plus_one(alpha_r * psi)
        + alpha_r * spin_orbit_plus_one(psi),
    '[K, alpha_r] = 0': K_op(alpha_r * psi) - alpha_r * K_psi,
    '[K, beta] = 0': K_op(beta * psi) - beta * K_psi,
    '[K, p_r] = 0': K_op(pr_psi) - p_radial(K_psi),
    '[alpha_r, p_r] = 0': alpha_r * pr_psi - p_radial(alpha_r * psi),
    '[K, H] = 0, central V':
        K_op(hamiltonian(psi, central)) - hamiltonian(K_psi, central),
    'K^2 = J^2 + 1/4': K_op(K_psi) - squared(total, psi) - psi / 4,
    'L^2 = K^2 - beta K':
        squared(orbital, psi) - K_op(K_psi) + beta * K_psi,
    'p^2 = p_r^2 + L^2/r^2':
        squared(momentum, psi) - p_radial(pr_psi)
        - squared(orbital, psi) / r**2,
}
print('Exact test: free polynomial coefficients =', len(coefficients),
      ', points =', len(points))
for name, residual in identities.items():
    holds = vanishes(residual)
    print(f'{name}: {holds}')
    assert holds, name

noncentral = central + X[0]
controls = {
    'opposite sign of K in factorization':
        ap_psi - alpha_r * (pr_psi - I * beta * K_psi / r),
    '[Sigma.L + 1, H] = 0, beta left out':
        spin_orbit_plus_one(hamiltonian(psi, central))
        - hamiltonian(spin_orbit_plus_one(psi), central),
    '[K, H] = 0, noncentral V':
        K_op(hamiltonian(psi, noncentral)) - hamiltonian(K_psi, noncentral),
}
for name, residual in controls.items():
    holds = vanishes(residual)
    print(f'Control, {name}: {holds}')
    assert not holds, name

# ---------- dimensions of joint eigenspaces of K, J_z and beta ----------
pauli = [np.array(s.tolist(), dtype=complex) for s in pauli_exact]
labels = Counter()
for ell in range(4):
    m = np.arange(ell, -ell - 1, -1)
    raising = np.diag(np.sqrt(ell * (ell + 1) - m[1:] * (m[1:] + 1)), 1)
    L_mats = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
              np.diag(m)]
    size = 2 * len(m)
    spin_orbit = sum(np.kron(pauli[i], L_mats[i]) for i in range(3))
    twice_Jz = (2 * np.kron(np.eye(2), L_mats[2])
                + np.kron(pauli[2], np.eye(len(m))))
    beta_2 = np.diag([1, -1])
    K_matrix = np.kron(beta_2, spin_orbit + np.eye(size))
    coded = (1000 * K_matrix + 10 * np.kron(np.eye(2), twice_Jz)
             + np.kron(beta_2, np.eye(size)))
    values = np.linalg.eigvalsh(coded)
    assert np.max(abs(values - np.rint(values))) < 1e-8
    labels.update(int(v) for v in np.rint(values))
for k in (-3, -2, -1, 1, 2, 3):
    found = {code: count for code, count in labels.items()
             if round(code / 1000) == k}
    expected = {1000 * k + 10 * two_m + b
                for two_m in range(1 - 2 * abs(k), 2 * abs(k), 2)
                for b in (-1, 1)}
    assert set(found) == expected and set(found.values()) == {1}
    dimensions = Counter()
    for code, count in found.items():
        b = 1 if (code - 1) % 10 == 0 else -1
        dimensions[(code - 1000 * k - b) // 10] += count
    assert set(dimensions.values()) == {2}
    print(f'K = {k:+d}: J_z values = {len(dimensions)}, '
          f'dimension for each = {max(dimensions.values())}')

# ---------- full four-component diagonalization, without using K ----------
Z = 50
c = 1 / fine_structure
hartree_eV = physical_constants['Hartree energy in eV'][0]
n_exponents, ratio = 25, 2.1
exponents = 0.003 * Z**2 * ratio**np.arange(n_exponents)
pair_sum = exponents[:, None] + exponents[None, :]


def sigma_dot_p(function):
    # keys: spin and Cartesian powers; values: one coefficient per Gaussian
    result = {}
    for (spin, *powers), coefficient in function.items():
        for axis in range(3):
            for shift, factor in ((-1, powers[axis]), (1, -2 * exponents)):
                if shift == -1 and powers[axis] == 0:
                    continue
                new_powers = list(powers)
                new_powers[axis] += shift
                for new_spin in range(2):
                    element = pauli[axis][new_spin, spin]
                    if element != 0:
                        key = (new_spin, *new_powers)
                        result[key] = (result.get(key, 0)
                                       - 1j * element * factor * coefficient)
    return result


def bracket_3d(left, right, inverse_r=0):
    answer = np.zeros_like(pair_sum, dtype=complex)
    for (s, *a), u in left.items():
        for (t, *b), v in right.items():
            q = [a[i] + b[i] for i in range(3)]
            if s != t or any(n % 2 for n in q):
                continue
            angular = (2 * np.prod([gamma((n + 1) / 2) for n in q])
                       / gamma((sum(q) + 3) / 2))
            power = (sum(q) + 3 - inverse_r) / 2
            answer += (np.outer(np.conj(u), v) * angular
                       * gamma(power) / 2 * pair_sum**(-power))
    return answer


def matrix_3d(left, right, inverse_r=0):
    return np.block([[bracket_3d(f, g, inverse_r) for g in right]
                     for f in left])


def spectrum(H, S):
    scale = 1 / np.sqrt(np.real(np.diag(S)))
    H = H * np.outer(scale, scale)
    S = S * np.outer(scale, scale)
    assert np.max(abs(H - H.conj().T)) / np.max(abs(H)) < 1e-11
    return eigh((H + H.conj().T) / 2, (S + S.conj().T) / 2,
                eigvals_only=True)


large = [{(spin, *powers): np.ones(n_exponents, dtype=complex)}
         for spin in range(2)
         for powers in ((0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1))]
p_large = [sigma_dot_p(f) for f in large]
small = [{key: value / (2 * c) for key, value in f.items()} for f in p_large]
S_large, S_small = matrix_3d(large, large), matrix_3d(small, small)
coupling = c * matrix_3d(p_large, small)
H_full = np.block([
    [-Z * matrix_3d(large, large, 1), coupling],
    [coupling.conj().T, -Z * matrix_3d(small, small, 1)
     - 2 * c**2 * S_small]])
S_full = np.block([[S_large, np.zeros_like(S_large)],
                   [np.zeros_like(S_large), S_small]])
full_levels = spectrum(H_full, S_full)


# ---------- the two by two radial operator for each kappa ----------
def first_order(function, derivative_sign, kappa):
    # action of derivative_sign*d/dr + kappa/r on powers times Gaussians
    result = {}
    for power, coefficient in function.items():
        lower = (derivative_sign * power + kappa) * coefficient
        if np.any(lower != 0):
            result[power - 1] = result.get(power - 1, 0) + lower
        result[power + 1] = (result.get(power + 1, 0)
                             - 2 * derivative_sign * exponents * coefficient)
    return result


def bracket_radial(left, right, inverse_r=0):
    answer = np.zeros_like(pair_sum)
    for a, u in left.items():
        for b, v in right.items():
            power = (a + b - inverse_r + 1) / 2
            answer += np.outer(u, v) * gamma(power) / 2 * pair_sum**(-power)
    return answer


def radial_levels(kappa):
    ell = kappa if kappa > 0 else -kappa - 1
    P = {ell + 1: np.ones(n_exponents)}
    raised = first_order(P, 1, kappa)
    Q = {power: value / (2 * c) for power, value in raised.items()}
    S_P, S_Q = bracket_radial(P, P), bracket_radial(Q, Q)
    H = np.block([
        [-Z * bracket_radial(P, P, 1),
         c * bracket_radial(P, first_order(Q, -1, kappa))],
        [c * bracket_radial(Q, raised),
         -Z * bracket_radial(Q, Q, 1) - 2 * c**2 * S_Q]])
    S = np.block([[S_P, np.zeros_like(S_P)], [np.zeros_like(S_P), S_Q]])
    return spectrum(H, S)


radial = {kappa: radial_levels(kappa) for kappa in (-1, 1, -2)}
combined = np.sort(np.concatenate([np.repeat(values, 2 * abs(kappa))
                                   for kappa, values in radial.items()]))
assert len(combined) == len(full_levels)
whole_difference = np.max(abs(combined - full_levels)) / c**2
assert whole_difference < 1e-6  # roundoff of steep Gaussians, relative to c^2
bound_full = full_levels[full_levels > -c**2][:10]
bound_radial = combined[combined > -c**2][:10]
bound_difference = np.max(abs(bound_full - bound_radial))
assert bound_difference < 1e-3  # hartree; generalized-eigenvalue roundoff

print(f'Z = {Z}, c = {c:.6f} a.u., Gaussian exponents = {n_exponents}')
print(f'Smallest exponent = {exponents[0]:.3f} bohr^-2, ratio = {ratio}')
print(f'Full matrix dimension = {len(full_levels)}')
print(f'Radial matrix dimension for each kappa = {len(radial[-1])}')
print(f'Largest full-radial difference / c^2 = {whole_difference:.1e}')
print(f'Largest difference, ten bound states = {bound_difference:.1e} hartree')
energies = {}
for name, n, kappa, index in (('1s1/2', 1, -1, 0), ('2s1/2', 2, -1, 1),
                              ('2p1/2', 2, 1, 0), ('2p3/2', 2, -2, 0)):
    positive = radial[kappa][radial[kappa] > -c**2]
    energy = positive[index]
    root = np.sqrt(kappa**2 - (Z / c)**2)
    closed = c**2 * (1 / np.sqrt(1 + (Z / c / (n - abs(kappa) + root))**2) - 1)
    assert abs(energy / closed - 1) < 1e-5  # finite Gaussian basis
    multiplicity = int(np.sum(abs(bound_full - energy) < 0.1))
    energies[name] = energy
    print(f'{name}: kappa = {kappa:+d}, radial E = {energy:.5f} hartree')
    print(f'  closed formula = {closed:.5f} hartree; '
          f'full states within 0.1 hartree = {multiplicity}')
    print(f'  radial E = {energy * hartree_eV:.2f} eV')
assert np.sum(abs(bound_full - energies['1s1/2']) < 0.1) == 2
assert np.sum(abs(bound_full - energies['2p1/2']) < 0.1) == 4
assert np.sum(abs(bound_full - energies['2p3/2']) < 0.1) == 4
splitting = energies['2p3/2'] - energies['2p1/2']
print(f'2p3/2 - 2p1/2 = {splitting:.5f} hartree '
      f'= {splitting * hartree_eV:.2f} eV')
print('done: every assertion held')
```

Output:

```
Exact test: free polynomial coefficients = 40 , points = 2
alpha.p = alpha_r(p_r + i beta K/r): True
alpha_r^2 = 1: True
{alpha_r, beta} = 0: True
{Sigma.L + 1, alpha_r} = 0: True
[K, alpha_r] = 0: True
[K, beta] = 0: True
[K, p_r] = 0: True
[alpha_r, p_r] = 0: True
[K, H] = 0, central V: True
K^2 = J^2 + 1/4: True
L^2 = K^2 - beta K: True
p^2 = p_r^2 + L^2/r^2: True
Control, opposite sign of K in factorization: False
Control, [Sigma.L + 1, H] = 0, beta left out: False
Control, [K, H] = 0, noncentral V: False
K = -3: J_z values = 6, dimension for each = 2
K = -2: J_z values = 4, dimension for each = 2
K = -1: J_z values = 2, dimension for each = 2
K = +1: J_z values = 2, dimension for each = 2
K = +2: J_z values = 4, dimension for each = 2
K = +3: J_z values = 6, dimension for each = 2
Z = 50, c = 137.035999 a.u., Gaussian exponents = 25
Smallest exponent = 7.500 bohr^-2, ratio = 2.1
Full matrix dimension = 400
Radial matrix dimension for each kappa = 50
Largest full-radial difference / c^2 = 1.3e-11
Largest difference, ten bound states = 7.0e-10 hartree
1s1/2: kappa = -1, radial E = -1294.62571 hartree
  closed formula = -1294.62615 hartree; full states within 0.1 hartree = 2
  radial E = -35228.56 eV
2s1/2: kappa = -1, radial E = -326.49455 hartree
  closed formula = -326.49480 hartree; full states within 0.1 hartree = 4
  radial E = -8884.37 eV
2p1/2: kappa = +1, radial E = -326.49485 hartree
  closed formula = -326.49480 hartree; full states within 0.1 hartree = 4
  radial E = -8884.38 eV
2p3/2: kappa = -2, radial E = -315.14426 hartree
  closed formula = -315.14435 hartree; full states within 0.1 hartree = 4
  radial E = -8575.51 eV
2p3/2 - 2p1/2 = 11.35059 hartree = 308.87 eV
done: every assertion held
```
